# The finite threshold step in tau-pair production

## 1. The slowest pairs

Let a very small source emit a particle and its antiparticle, each of mass $m$, with an amplitude that does not depend on their momentum. Without forces between them, the rate near threshold is proportional to the number of final states per unit energy, hence to the speed $\beta$ of each particle in the centre-of-mass frame. It vanishes at threshold.

Now let the two attract each other by the Coulomb force. The rate is multiplied by $|\psi(0)|^2$, the probability density of the relative motion at the source, measured against that of a plane wave of unit density. We set $\hbar=c=1$ and use Gaussian charges, so $\alpha=e^2$. The reduced mass is $m/2$, the relative momentum is $k=m\beta$, and the radial function $u=r\psi$ of the S wave obeys

$$u''+\left(k^2+\frac{a}{r}\right)u=0,\qquad a=m\alpha. \tag{1}$$

Take $\beta\ll\alpha$, that is $k\ll a$. Near the origin the term $k^2$ can be dropped, as long as the phase it would add, about $k^2r^{3/2}/(3\sqrt a)$, is small. This requires $r\ll a^{1/3}k^{-4/3}$. The solution with $u\simeq r$ at the origin is then

$$u=\sum_{j\ge0}\frac{(-a)^j r^{j+1}}{j!\,(j+1)!}=\sqrt{\frac ra}\,J_1(2\sqrt{ar}). \tag{2}$$

Differentiating the series twice reproduces $-(a/r)u$ term by term. Since $J_1(z)$ oscillates at large $z$ with squared amplitude $2/(\pi z)$, the squared amplitude of $u$ for $r\gg1/a$ is $r^{1/2}/(\pi a^{3/2})$.

There the local wave number $K(r)=\sqrt{k^2+a/r}$ varies little over one wavelength, so $u\simeq CK^{-1/2}\sin(\text{phase})$ with constant $C$. In the region $1/a\ll r\ll a^{1/3}k^{-4/3}$, which exists because $k\ll a$, both forms hold and $K\simeq\sqrt{a/r}$. Matching to (2) gives

$$C^2\sqrt{\frac ra}=\frac{r^{1/2}}{\pi a^{3/2}}\quad\Rightarrow\quad C^2=\frac1{\pi a}. \tag{3}$$

Far away $K\to k$ and the squared amplitude is $C^2/k$. The free solution with the same slope at the origin, $\sin(kr)/k$, has squared amplitude $1/k^2$. Scaling both solutions to the same amplitude at infinity gives

$$|\psi(0)|^2=\frac{1/k^2}{C^2/k}=\frac{\pi a}{k}=\frac{\pi\alpha}{\beta}. \tag{4}$$

The attraction supplies a factor $1/\beta$, the final states a factor $\beta$, and the product is finite. What remains is to find the coefficient for $e^+e^-\to\tau^+\tau^-$, to obtain the factor at any $\beta/\alpha$, and to see what lies below threshold.

## 2. The cross section without the Coulomb force

The beams are unpolarized, the electron mass is neglected, and one photon is exchanged. Each beam has energy $E$, so the total energy is $W=2E$ and $s=W^2=4m^2/(1-\beta^2)$. The $\tau^-$ has momentum $\mathbf p$ and the $\tau^+$ has $-\mathbf p$. With two-component spinors $\xi$ and $\eta_s$,

$$u=\sqrt{E+m}\begin{pmatrix}\xi\\ \frac{\boldsymbol\sigma\cdot\mathbf p}{E+m}\xi\end{pmatrix},\qquad v=\sqrt{E+m}\begin{pmatrix}-\frac{\boldsymbol\sigma\cdot\mathbf p}{E+m}\eta_s\\ \eta_s\end{pmatrix}. \tag{5}$$

The matrix $\gamma^0\gamma^i$ has $\sigma^i$ in its off-diagonal blocks. Therefore

$$\bar u\gamma^iv=\xi^\dagger\left[(E+m)\sigma^i-\frac{(\boldsymbol\sigma\cdot\mathbf p)\sigma^i(\boldsymbol\sigma\cdot\mathbf p)}{E+m}\right]\eta_s .$$

We use $(\boldsymbol\sigma\cdot\mathbf p)\sigma^i(\boldsymbol\sigma\cdot\mathbf p)=2p^i\,\boldsymbol\sigma\cdot\mathbf p-p^2\sigma^i$ and $p^2/(E+m)=E-m$. The two terms in $\sigma^i$ add up to $2E\sigma^i$, and

$$\bar u\gamma^iv=\xi^\dagger\left[2E\sigma^i-\frac{2p^i\,\boldsymbol\sigma\cdot\mathbf p}{E+m}\right]\eta_s. \tag{6}$$

At $\mathbf p\to0$ this is $2m\,\xi^\dagger\sigma^i\eta_s$: a spin triplet, independent of direction, hence an S wave. The corrections are of relative order $\beta^2$. The time component vanishes, because the Dirac equation gives $\bar u(\not p_1+\not p_2)v=(m-m)\bar uv=0$ and the total momentum has only a time component.

Write the bracket in (6) as $g^{ib}\sigma^b$ with $g^{ib}=2E\delta^{ib}-2p^ip^b/(E+m)$. Since $\mathrm{Tr}\,\sigma^b\sigma^c=2\delta^{bc}$, the sum over spins is

$$H^{ij}=2g^{ib}g^{jb}=2\left[4E^2\delta^{ij}+p^ip^j\left(-\frac{8E}{E+m}+\frac{4p^2}{(E+m)^2}\right)\right].$$

The inner bracket equals $[-8E+4(E-m)]/(E+m)=-4$, so

$$H^{ij}=8(E^2\delta^{ij}-p^ip^j). \tag{7}$$

The electrons give $L^{ij}=8(E^2\delta^{ij}-q^iq^j)$, where $\mathbf q$ is the beam momentum and $|\mathbf q|=E$. With $|\mathbf p|=\beta E$ and $\theta$ the angle between $\mathbf p$ and $\mathbf q$,

$$L^{ij}H^{ij}=64E^4\left[3-\beta^2-1+\beta^2\cos^2\theta\right]=64E^4(2-\beta^2\sin^2\theta). \tag{8}$$

The amplitude is $4\pi\alpha/s$ times the product of the currents, up to a phase. Averaging over the four initial spin states and using $s^2=16E^4$,

$$\overline{|\mathcal M|^2}=\frac14\,\frac{(4\pi\alpha)^2}{16E^4}\,64E^4(2-\beta^2\sin^2\theta)=(4\pi\alpha)^2(2-\beta^2\sin^2\theta). \tag{9}$$

The two-body cross section is $d\sigma/d\Omega=\overline{|\mathcal M|^2}\,\beta/(64\pi^2s)$, where $\beta$ is the ratio of final to initial momentum. Thus

$$\frac{d\sigma_0}{d\Omega}=\frac{\alpha^2\beta}{4s}(2-\beta^2\sin^2\theta). \tag{10}$$

The average of $\sin^2\theta$ over the sphere is $2/3$. Multiplying by $4\pi$,

$$\sigma_0=\frac{2\pi\alpha^2\beta}{3s}(3-\beta^2)\;\longrightarrow\;\frac{\pi\alpha^2\beta}{2m^2}\qquad(\beta\to0). \tag{11}$$

## 3. Why the wave function at the origin multiplies the rate

Let $\mathcal M_0(\mathbf p)$ be the amplitude for a free pair. If the pair ends in a state of relative motion with momentum-space wave function $\tilde\psi(\mathbf p)$, superposition gives

$$\mathcal M=\int\frac{d^3p}{(2\pi)^3}\,\tilde\psi^*(\mathbf p)\,\mathcal M_0(\mathbf p)\simeq\mathcal M_0(0)\,\psi^*(0). \tag{12}$$

The last form holds because $\mathcal M_0$ changes on the momentum scale $m$, while $\tilde\psi$ is concentrated at momenta of order $m\alpha$ or $m\beta$. In space, the source has a size of order $1/m=0.111$ fm and the Coulomb wave a length $2/(m\alpha)=30.4$ fm. The instantaneous Coulomb attraction does not act on spin, so the triplet stays a triplet. Magnetic and retardation effects between the slow taus are neglected. The final states are still labelled by their momentum at infinity, so flux and phase space are unchanged and the cross section is multiplied by $|\psi(0)|^2$.

The size of the error in (12) can be seen in a model where $\mathcal M_0$ is proportional to $1/(1+p^2/m^2)$. In space this is a source with density $m^2e^{-mr}/(4\pi r)$. At threshold the wave is (2) divided by $r$, so the amplitude relative to a point source is

$$\int_0^\infty dr\,m^2re^{-mr}\sum_j\frac{(-m\alpha r)^j}{j!\,(j+1)!}=\sum_j\frac{(-\alpha)^j}{j!}=e^{-\alpha}, \tag{13}$$

because $\int_0^\infty m^2r^{j+1}e^{-mr}dr=(j+1)!/m^j$. The rate in this model falls by 1.4 %. The true vertex has its own coefficient, which is not computed here. The model illustrates that a source of size $1/m$ gives a short-distance correction of relative order $\alpha$, even at $\beta=0$.

## 4. The Coulomb factor at any speed

With $\rho=kr$ and $\eta=m\alpha/(2k)=\alpha/(2\beta)$, equation (1) becomes

$$\frac{d^2u}{d\rho^2}+\left(1+\frac{2\eta}{\rho}\right)u=0,\qquad u\simeq\rho\ \text{ at the origin}. \tag{14}$$

Put $u=\rho e^{i\rho}F$. Two differentiations give $u''=e^{i\rho}[\rho F''+(2+2i\rho)F'+(2i-\rho)F]$, and (14) turns into

$$\rho F''+(2+2i\rho)F'+(2i+2\eta)F=0.$$

In the variable $z=-2i\rho$, after division by $-2i$, this is Kummer's equation

$$zF_{zz}+(2-z)F_z-bF=0,\qquad b=1-i\eta. \tag{15}$$

Its regular solution with $F(0)=1$ is

$$F=\frac1{\Gamma(b)\Gamma(2-b)}\int_0^1e^{zt}\,t^{b-1}(1-t)^{1-b}\,dt. \tag{16}$$

To verify this, insert the integral in (15). The integrand becomes $-\frac{d}{dt}\left[e^{zt}t^b(1-t)^{2-b}\right]$, which integrates to zero because $b$ and $2-b$ have real part 1. At $z=0$ the integral is the beta function $\Gamma(b)\Gamma(2-b)/\Gamma(2)$, which gives $F(0)=1$.

For large $\rho$ the factor $e^{-2i\rho t}$ oscillates rapidly, and the leading contributions come from the two ends of the interval. The end $t=0$ gives

$$\int_0^\infty e^{-2i\rho t}t^{-i\eta}dt=\Gamma(1-i\eta)(2i\rho)^{-1+i\eta}, \tag{17}$$

understood with a vanishing convergence factor. Since $i^{i\eta}=e^{-\pi\eta/2}$, its modulus is $|\Gamma(1+i\eta)|e^{-\pi\eta/2}/(2\rho)$. After multiplication by $\rho e^{i\rho}$, the end $t=1$ gives the complex conjugate. The sum is a real oscillation whose amplitude is twice the modulus of one term. With the prefactor $1/|\Gamma(1+i\eta)|^2$ from (16), the amplitude of $u$ is

$$A=\frac{e^{-\pi\eta/2}}{|\Gamma(1+i\eta)|}. \tag{18}$$

The phase contains a term in $\ln\rho$, a trace of the long range of the force, which does not affect the modulus. The free solution $\sin\rho$ has the same slope at the origin and amplitude 1. Other partial waves vanish at $r=0$. Hence $|\psi(0)|^2=1/A^2$. The reflection formula gives $|\Gamma(1+i\eta)|^2=\pi\eta/\sinh\pi\eta$, so

$$S=|\psi(0)|^2=e^{\pi\eta}\frac{\pi\eta}{\sinh\pi\eta}=\frac{X}{1-e^{-X}},\qquad X=2\pi\eta=\frac{\pi\alpha}{\beta}. \tag{19}$$

This is the Sommerfeld–Sakharov factor. For $X\gg1$ it reduces to (4). Direct numerical integration of (14) at $\eta=0.5$ gives 3.283485, in agreement with (19) to all the digits shown.

## 5. The step

Multiplying (11) by (19), with $s$ written in terms of $\beta$, gives

$$\sigma=\sigma_0S=\frac{\pi^2\alpha^3}{2m^2}\,\frac{(1-\beta^2)(1-\beta^2/3)}{1-e^{-\pi\alpha/\beta}}. \tag{20}$$

The speed in front of $\sigma_0$ has cancelled. As $\beta\to0$ from above threshold,

$$\sigma_{\rm step}=\frac{\pi^2\alpha^3}{2m^2}=\frac{\pi^2\alpha^3}{2}\left(\frac{\hbar}{mc}\right)^2. \tag{21}$$

Two powers of $\alpha$ come from the production, the third from the attraction. The factors in $\beta^2$ in (20) are those of the tree cross section; other corrections of that order, from the relativistic, magnetic and retardation effects neglected in the Coulomb factor, are not included, so (20) is only a leading description for slow pairs.

For $\alpha\ll\beta\ll1$ we can expand $S=1+X/2+\dots$. The Coulomb force then adds

$$\sigma-\sigma_0\simeq\frac{\pi\alpha^2\beta}{2m^2}\,\frac{\pi\alpha}{2\beta}=\frac{\pi^2\alpha^3}{4m^2}, \tag{22}$$

which is half the step. A single order in $\alpha$ therefore also yields a finite value at $\beta\to0$, but the wrong one: the expansion in $X$ is not allowed there, and the full factor (19) doubles it.

For tau pairs, $1/\alpha=137.036$ and $\hbar/(mc)=0.111056$ fm. With $1\ \mathrm{fm}^2=10^7$ nb,

$$\sigma_{\rm step}=\frac{4.9348}{(137.036)^3}\,(0.111056\ \mathrm{fm})^2=2.365\times10^{-8}\ \mathrm{fm}^2=0.2365\ \mathrm{nb}. \tag{23}$$

This is the value of the leading-order formula, not a prediction for a measured cross section. The short-distance correction of section 3 already affects the third digit. Vacuum polarization and radiation from the incoming electrons (section 7) are not estimated here; radiation and the polarization of the exchanged photon carry $\alpha$ times a large logarithm of $s/m_e^2$ and change the result by more, while the polarization of the Coulomb potential involves only the smaller scale $m\alpha$. For radiation a second logarithm, of $m/(W-2m)$, multiplies the first, so close to threshold the reduction is large. For muon pairs the scaling with $1/m^2$ gives 67 nb.

The transition between the two regimes lies near $X=1$, at $\beta=\pi\alpha=0.0229$, or 0.93 MeV above the threshold energy, which is 3553.64 MeV for the tau mass of 1776.82 MeV used here. Equation (20) gives:

| $W-2m$ (MeV) | $\sigma_0$ (nb) | $S$ | $\sigma_0S$ (nb) |
|---|---|---|---|
| 0.01 | 0.0245 | 9.66 | 0.2365 |
| 0.1 | 0.0774 | 3.21 | 0.248 |
| 1 | 0.245 | 1.56 | 0.381 |
| 10 | 0.767 | 1.16 | 0.890 |

At 0.01 MeV the cross section is on the plateau. At 0.1 MeV, $X=0.022925/0.007502=3.06$ and $1/(1-e^{-X})=1.05$, which accounts for the 5 % rise over the step. At 10 MeV the Coulomb force adds 0.123 nb, close to the half step of 0.118 nb in (22).

## 6. What lies below threshold

The word "step" suggests that nothing is produced below $W=2m$. The attraction, however, also has bound states there, and the source can produce them. Let $\varepsilon=W-2m$. Near threshold (12) gives, for bound and unbound states alike,

$$\sigma(\varepsilon)=B\sum_{\rm states}|\psi(0)|^2\,\delta(\varepsilon-\varepsilon_{\rm state}). \tag{24}$$

The constant $B$ follows from free motion, where the sum is

$$\int\frac{d^3k}{(2\pi)^3}\,\delta\left(\varepsilon-\frac{k^2}{m}\right)=\frac{k^2}{2\pi^2}\,\frac{m}{2k}=\frac{m^2\beta}{4\pi^2}.$$

Comparison with (11) gives $B=2\pi^3\alpha^2/m^4$.

The levels with reduced mass $m/2$ are $\varepsilon_n=-m\alpha^2/(4n^2)$. To find $|\psi_n(0)|^2$, take the radial equation $u''=m(V-\varepsilon)u$ with $V=-\alpha/r$ and $\int u^2dr=1$. Multiply by $2u'$ and integrate over $r$. The left side is $-u'(0)^2$. On the right, integration by parts leaves $-m\langle V'\rangle$, so $u'(0)^2=m\alpha\langle r^{-2}\rangle$.

The mean value follows from the dependence of the energy on $\ell$. The centrifugal term is $\ell(\ell+1)/(mr^2)$, and at a fixed number of radial nodes $n$ grows with $\ell$ one for one. The derivative of the energy equals the mean derivative of the Hamiltonian:

$$\frac{m\alpha^2}{2n^3}=\frac{2\ell+1}{m}\langle r^{-2}\rangle\quad\Rightarrow\quad\langle r^{-2}\rangle=\frac{m^2\alpha^2}{2n^3}\quad(\ell=0).$$

Since $\psi(0)=u'(0)/\sqrt{4\pi}$,

$$|\psi_n(0)|^2=\frac{m^3\alpha^3}{8\pi n^3}. \tag{25}$$

For large $n$ the spacing of the levels is $d\varepsilon_n/dn=m\alpha^2/(2n^3)$. The average cross section just below threshold is the strength of one level divided by this spacing:

$$\frac{2\pi^3\alpha^2}{m^4}\,\frac{m^3\alpha^3}{8\pi n^3}\,\frac{2n^3}{m\alpha^2}=\frac{\pi^2\alpha^3}{2m^2}. \tag{26}$$

This is again the value (21). Averaged over many levels, the cross section does not jump at $W=2m$: the plateau continues downwards and breaks up into separate lines as $n$ becomes small. A numerical diagonalization of the Coulomb problem confirms this. With a Gaussian window centred on threshold, of width 0.02 in units of $m\alpha^2/2$, the two sides contribute 0.498 and 0.501 of the strength of an unbroken plateau, for which each would give 0.5. The finite basis limits the accuracy of these shares to about 0.001. Summing (25) level by level and integrating (19) over the same window gives 0.499 and 0.500; the remaining deficit below threshold arises because the window reaches levels that are no longer closely spaced.

The lowest level lies 23.7 keV below threshold. The area under all the lines follows from (24) and (25):

$$\int_{\varepsilon<0}\sigma\,d\varepsilon=\sigma_{\rm step}\,\frac{m\alpha^2}{2}\sum_{n\ge1}\frac1{n^3}=0.01345\ \mathrm{nb\,MeV}. \tag{27}$$

## 7. What an energy spread does to the step

Suppose that the total energy $W$ has a Gaussian spread of 1 MeV, chosen as a round value. This is much wider than the 24 keV occupied by the levels, so they act as one line at threshold. At nominal energy $W=2m$ they contribute

$$\frac{0.01345\ \mathrm{nb\,MeV}}{\sqrt{2\pi}\times1\ \mathrm{MeV}}=0.0054\ \mathrm{nb}.$$

The continuum contributes 0.1735 nb, and the sum is 0.179 nb. This sum counts every pair produced. A bound pair in a low level mostly annihilates before a tau decays: for $n=1$ the width into $e^+e^-$ alone is $\alpha^5m/6=6.1$ meV, and muons and hadrons raise the total to about four times this, against 4.5 meV for the decay of either tau. Only about a quarter of the 0.0054 nb therefore appears as tau decays. A flat plateau above threshold would have given half the step, 0.118 nb. The continuum part is larger because the cross section already rises within the spread, as the table shows. The averaged curve passes smoothly through threshold, and its value there is neither the constant (21) nor half of it.

Several effects remain outside this result. Radiation from the incoming electrons shifts part of the collisions to lower energy and reduces the averaged value above by roughly 40 %. Vacuum polarization changes both the exchanged photon and the Coulomb potential. The production vertex has corrections of relative order $\alpha$. Decay of the taus gives every level a width that does not shrink with $n$, while the spacing falls as $1/n^3$, so (24) with sharp lines cannot describe the finest structure near $\varepsilon=0$. Annihilation of the bound pairs adds a width proportional to $|\psi_n(0)|^2$, which falls as fast as the spacing. Equation (21) is the leading-order limit from above threshold for stable taus and a sharp collision energy. The numerical output below lists the values used here.

## Numbers as computed

```
inverse fine-structure constant = 137.035999
tau mass energy = 1776.82 MeV
hbar c = 197.326980 MeV fm
tau threshold energy W = 3553.64 MeV
reduced Compton length of tau = 0.111056 fm
Coulomb length 2/(m alpha) = 30.4374 fm
step for tau pairs = 0.23651 nb
step for tau pairs = 2.3651e-38 m^2
step from traces and radial equation = 0.23651 nb
beta used in that check = 7.2974e-04
muon mass energy = 105.6584 MeV
step for muon pairs = 66.885 nb
beta where X = 1: 0.022925
W-2m where X = 1: 0.9342 MeV
Coulomb factor: eta, radial equation, closed formula
  0.1  1.346843  1.346843
  0.5  3.283485  3.283485
  2.0  12.566414  12.566414
W-2m (MeV), beta, tree (nb), S, tree*S (nb)
    0.001  0.000750  0.007740  30.55885  0.23651
    0.010  0.002372  0.024474  9.66419  0.23652
    0.100  0.007502  0.077388  3.20692  0.24818
    1.000  0.023718  0.244510  1.55995  0.38142
   10.000  0.074862  0.766561  1.16092  0.88992
  100.000  0.232359  2.226921  1.05014  2.33858
source of size 1/m, amplitude ratio = 0.992729
source of size 1/m, rate ratio = 0.985511
lowest level binding energy = 23.655 keV
averaging width in Coulomb units = 0.020
averaged strength below threshold / flat full = 0.49829
averaged strength above threshold / flat full = 0.50069
area of bound levels, formula = 0.013450 nb MeV
area of bound levels, basis = 0.013450 nb MeV
Gaussian energy spread in W = 1.0 MeV
average at W=2m, continuum part = 0.17354 nb
average at W=2m, bound part = 0.00537 nb
average at W=2m, sum = 0.17890 nb
```
